# Poles, residues and loss of positivity in the coupled-cluster Green's function, part 1

(Sections cited here and not found follow in the later parts.)

For a linear chain of four hydrogen atoms with spacing 1.50 Å in the STO-3G basis, the CCSD Green's function has an ionization pole at $\omega=-0.665104$ Ha. Number the four Hartree–Fock orbitals 0 to 3 in order of energy. The residue matrix at this pole has the element $Z_{13}=-0.062474$, while its transpose partner is $Z_{31}=-0.000258$. For the normalized real orbital $v=0.550155\,\phi_1+0.835062\,\phi_3$ the weight of the pole is $-0.0201$, and with a broadening $\eta=10^{-6}$ Ha the spectral function of that orbital reaches $-6391$ Ha$^{-1}$. In the exact theory the residue of a real Hamiltonian is a symmetric matrix, and the weight for any orbital is a squared transition amplitude, which cannot be negative. All amplitude equations in this calculation are converged, and the same procedure with untruncated operators gives residues symmetric to $9.6\times10^{-16}$. The asymmetry and the negative weight are properties of the truncated method.

## 1. Conventions

Hartree atomic units are used, with 1 Ha = 27.211386 eV; bond lengths are in Å. The one-particle basis is a finite set of orthonormal real spin orbitals with operators obeying $\{a_p,a_q^\dagger\}=\delta_{pq}$ and $\{a_p,a_q\}=0$. The Hamiltonian $H$ conserves particle number and has a real symmetric matrix in the determinant basis. The reference $|\Phi\rangle$ is an $N$-electron determinant. Indices $i,j,k,l,m$ label spin orbitals occupied in $\Phi$, indices $a,b,c,d$ label virtual ones, and $p,q$ label either; $k$ also numbers eigenstates where it is attached to $R$, $L$, $\Omega$ or $Z$.

The operators $a_a^\dagger$ and $a_i$ are called excitation-type operators. Any two of them anticommute, because the only nonzero anticommutator is that of $a_p$ with $a_p^\dagger$, and no orbital is both occupied and virtual. An excitation operator $\tau_\mu$ of rank $r$ is a product of $r$ operators $a_a^\dagger$ and $r$ operators $a_i$. It has an even number of factors, so it commutes with every product of excitation-type operators. The determinants $|\mu\rangle=\tau_\mu|\Phi\rangle$ are orthonormal. The cluster operator $T=\sum_\mu t_\mu\tau_\mu$ and the de-excitation operator $\Lambda=\sum_\mu\lambda_\mu\tau_\mu^\dagger$ contain ranks 1 to $n$. For CCSD, $n=2$,

$$T=\sum_{ia}t_i^a\,a_a^\dagger a_i+\tfrac14\sum_{ijab}t_{ij}^{ab}\,a_a^\dagger a_b^\dagger a_ja_i,\qquad \Lambda=\sum_{ia}\lambda_a^i\,a_i^\dagger a_a+\tfrac14\sum_{ijab}\lambda_{ab}^{ij}\,a_i^\dagger a_j^\dagger a_ba_a ,$$

with real amplitudes antisymmetric in the upper pair and in the lower pair. An overbar denotes the similarity transform $\bar O=e^{-T}Oe^{T}$. In a finite basis $T$ is nilpotent, so $e^{\pm T}$ are finite polynomials and inverse to each other. Since $e^{T}$ is not unitary, $\overline{a_q^\dagger}$ is not the adjoint of $\bar a_q$.

## 2. The Green's function with distinct bra and ket

Let $|\Psi\rangle$ be a right and $\langle\tilde\Psi|$ a left eigenvector of $H$ with energy $E$, normalized by $\langle\tilde\Psi|\Psi\rangle=1$ only. With $a_p(t)=e^{iHt}a_pe^{-iHt}$ the time-ordered function is

$$G_{pq}(t)=-i\theta(t)\langle\tilde\Psi|a_p(t)a_q^\dagger|\Psi\rangle+i\theta(-t)\langle\tilde\Psi|a_q^\dagger a_p(t)|\Psi\rangle ,$$

where the plus sign of the second term comes from exchanging two fermion operators. In the first term $e^{iHt}$ acts on the bra and gives $e^{iEt}$; in the second $e^{-iHt}$ acts on the ket and gives $e^{-iEt}$:

$$G_{pq}(t)=-i\theta(t)\langle\tilde\Psi|a_pe^{-i(H-E)t}a_q^\dagger|\Psi\rangle+i\theta(-t)\langle\tilde\Psi|a_q^\dagger e^{i(H-E)t}a_p|\Psi\rangle .$$

The transform is $G(\omega)=\int dt\,e^{i\omega t}e^{-\eta|t|}G(t)$ with $\eta>0$. The two integrals are

$$-i\int_0^\infty dt\,e^{i(\omega-H+E+i\eta)t}=\frac{-i\,(0-1)}{i(\omega-H+E+i\eta)},\qquad i\int_{-\infty}^0dt\,e^{i(\omega+H-E-i\eta)t}=\frac{i\,(1-0)}{i(\omega+H-E-i\eta)},$$

and both prefactors reduce to $+1$. Therefore

$$G_{pq}(\omega)=\langle\tilde\Psi|a_p\frac{1}{\omega-(H-E)+i\eta}a_q^\dagger|\Psi\rangle+\langle\tilde\Psi|a_q^\dagger\frac{1}{\omega+(H-E)-i\eta}a_p|\Psi\rangle .\tag{1}$$

The first term (attachment, label $+$) and the second (ionization, label $-$) are each a function $G^\pm(z)$ of a complex frequency. The time-ordered function is $G^+(\omega+i\eta)+G^-(\omega-i\eta)$ and the retarded function is $G(\omega+i\eta)$ with $G=G^++G^-$. In the ionization term the index $q$ stands on the left and $p$ on the right. For a symmetric $G$ the order is immaterial; here it is not.

Truncated coupled-cluster states are not eigenvectors of $H$. For them Eq. (1) is not derived from the time-dependent definition. It is taken as the definition, with the coupled-cluster bra, ket and energy inserted.

## 3. Right and left ground-state amplitudes

Set $|\Psi\rangle=e^{T}|\Phi\rangle$ and $\langle\tilde\Psi|=\langle\Phi|(1+\Lambda)e^{-T}$. The overlap is $\langle\Phi|(1+\Lambda)|\Phi\rangle=1$ because $\langle\mu|\Phi\rangle=0$. The amplitudes make

$$\mathcal E(t,\lambda)=\langle\tilde\Psi|H|\Psi\rangle=\langle\Phi|\bar H|\Phi\rangle+\sum_\mu\lambda_\mu\langle\mu|\bar H|\Phi\rangle$$

stationary. Variation of $\lambda_\mu$ gives $\langle\mu|\bar H|\Phi\rangle=0$ for all ranks up to $n$. With $E_{\rm CC}=\langle\Phi|\bar H|\Phi\rangle$ this says

$$\bar H|\Phi\rangle=E_{\rm CC}|\Phi\rangle+|Q\rangle,\tag{2}$$

where $|Q\rangle$ contains only excitations of rank above $n$. For the variation of $t_\nu$, $\tau_\nu$ commutes with $T$, so $\partial e^{\pm T}/\partial t_\nu=\pm\tau_\nu e^{\pm T}$ and $\partial\bar H/\partial t_\nu=-\tau_\nu\bar H+\bar H\tau_\nu$. Hence

$$\langle\Phi|(1+\Lambda)[\bar H,\tau_\nu]|\Phi\rangle=0,\tag{3}$$

a linear system $\sum_\mu\lambda_\mu J_{\mu\nu}=-\langle\Phi|\bar H|\nu\rangle$ with the Jacobian $J_{\mu\nu}=\langle\mu|[\bar H,\tau_\nu]|\Phi\rangle$. The term $\langle\Phi|\tau_\nu\bar H|\Phi\rangle$ vanishes since $\langle\Phi|\tau_\nu=0$.

Write $\langle\Lambda|=\langle\Phi|(1+\Lambda)$. By (3) and (2), $\langle\Lambda|\bar H|\nu\rangle=\langle\Lambda|\tau_\nu\bar H|\Phi\rangle=E_{\rm CC}\langle\Lambda|\nu\rangle+\langle\Lambda|\tau_\nu|Q\rangle$. The last term is zero because $\tau_\nu|Q\rangle$ has rank above $n$ and $\langle\Lambda|$ has none. Also $\langle\Lambda|\bar H|\Phi\rangle=E_{\rm CC}$ by (2). So $\langle\Lambda|$ is a left eigenvector, and $|\Phi\rangle$ a right eigenvector, of $\bar H$ projected on ranks 0 to $n$.

## 4. Dressed operators

Insert $1=e^{T}e^{-T}$ between the factors of (1). For any $z$ outside the spectrum, $e^{-T}(z-H)^{-1}e^{T}=(z-\bar H)^{-1}$, as is seen by multiplying with $e^{-T}(z-H)e^{T}$. Thus

$$G_{pq}(z)=\langle\Lambda|\bar a_p\frac{1}{z-(\bar H-E_{\rm CC})}\overline{a_q^\dagger}|\Phi\rangle+\langle\Lambda|\overline{a_q^\dagger}\frac{1}{z+(\bar H-E_{\rm CC})}\bar a_p|\Phi\rangle .\tag{4}$$

The dressed operators follow from $\bar O=O+[O,T]+\tfrac12[[O,T],T]+\dots$. The operators $a_i$ and $a_a^\dagger$ are of excitation type and commute with $T$, so

$$\bar a_i=a_i,\qquad\overline{a_a^\dagger}=a_a^\dagger .$$

For the other two, use $[A,BC]=\{A,B\}C-B\{A,C\}$ and the fact that $A$ commutes with a pair of operators if it anticommutes with each. For a virtual annihilator,

$$[a_c,a_a^\dagger a_i]=\delta_{ca}a_i,\qquad[a_c,a_a^\dagger a_b^\dagger a_ja_i]=[a_c,a_a^\dagger a_b^\dagger]a_ja_i=(\delta_{ca}a_b^\dagger-\delta_{cb}a_a^\dagger)a_ja_i .$$

In the sum with $\tfrac14t_{ij}^{ab}$ the second term, after $t_{ij}^{ac}=-t_{ij}^{ca}$ and renaming $a\to b$, equals the first, which turns $\tfrac14$ into $\tfrac12$. For an occupied creator,

$$[a_m^\dagger,a_a^\dagger a_i]=-\delta_{mi}a_a^\dagger,\qquad[a_m^\dagger,a_a^\dagger a_b^\dagger a_ja_i]=a_a^\dagger a_b^\dagger[a_m^\dagger,a_ja_i]=a_a^\dagger a_b^\dagger(\delta_{mj}a_i-\delta_{mi}a_j),$$

and $t_{im}^{ab}=-t_{mi}^{ab}$ makes the first term equal to the second. Each commutator consists of excitation-type operators only, so it commutes with $T$ and the series stops:

$$\bar a_c=a_c+\sum_it_i^ca_i+\tfrac12\sum_{ijb}t_{ij}^{cb}a_b^\dagger a_ja_i,\qquad\overline{a_m^\dagger}=a_m^\dagger-\sum_at_m^aa_a^\dagger-\tfrac12\sum_{jab}t_{mj}^{ab}a_a^\dagger a_b^\dagger a_j .\tag{5}$$

The argument holds for any $n$: the single commutator removes one factor from each string of $T$.

## 5. Why a projection is part of the definition

Equation (4) still contains the resolvent in the full $(N\pm1)$-electron spaces. There $\bar H$ is similar to $H$ for any $T$ whatever, and has the exact eigenvalues $E_k^{N\pm1}$ of the basis. The poles of (4) therefore lie at $E_k^{N+1}-E_{\rm CC}$ and $E_{\rm CC}-E_k^{N-1}$. They combine exact ion energies with an approximate neutral energy, so the whole error of $E_{\rm CC}$, which grows with the size of the system, enters every pole. They are not equation-of-motion eigenvalues.

The coupled-cluster Green's function treated here restricts the resolvent. Let $P^-$ project on $(N-1)$-electron determinants with at most $n$ holes and $P^+$ on $(N+1)$-electron determinants with at most $n$ particles. For CCSD these are the spaces 1h + 2h1p and 1p + 2p1h. Define

$$M^\mp=P^\mp(\bar H-E_{\rm CC})P^\mp,$$

$$b_p=\bar a_p|\Phi\rangle,\quad c_q=\overline{a_q^\dagger}|\Phi\rangle,\quad e_q=\langle\Lambda|\overline{a_q^\dagger}P^-,\quad f_p=\langle\Lambda|\bar a_pP^+,$$

$$G_{pq}(z)=f_p\,(z-M^+)^{-1}c_q+e_q\,(z+M^-)^{-1}b_p .\tag{6}$$

The inverse is taken inside the projected space; it is not the projection of the full inverse.

The right vectors need no projector. From (5), with $a_c|\Phi\rangle=0$ and $a_m^\dagger|\Phi\rangle=0$, $b_c=[a_c,T]|\Phi\rangle$ has at most $n$ holes and $c_m=[a_m^\dagger,T]|\Phi\rangle$ at most $n$ particles, while $b_i$ and $c_a$ are single 1h and 1p determinants. The left vectors are cut. The bare term $a_m^\dagger$ in $\overline{a_m^\dagger}$ fills a hole, so it takes a 3h2p determinant into a double excitation, where it meets $\lambda_{ab}^{ij}$. Likewise $a_c$ in $\bar a_c$ takes 3p2h determinants into doubles. These components are of the size of the doubles amplitudes and are discarded. The vectors $e_c$ and $f_i$ lose nothing: $a_c^\dagger$ leaves the number of holes unchanged and $a_i$ the number of particles, and $\langle\Lambda|$ has at most $n$ of each.

### Components for CCSD

Take the basis $a_k|\Phi\rangle$, $a_d^\dagger a_la_k|\Phi\rangle$ ($k<l$) for $P^-$ and $a_c^\dagger|\Phi\rangle$, $a_c^\dagger a_d^\dagger a_l|\Phi\rangle$ ($c<d$) for $P^+$. The right vectors are read off from (5), with $\tfrac12\sum_{ij}=\sum_{i<j}$:

$$b_i(k)=\delta_{ik},\quad b_i(kl,d)=0,\quad b_a(k)=t_k^a,\quad b_a(kl,d)=t_{kl}^{ad},$$

$$c_a(c)=\delta_{ac},\quad c_a(cd,l)=0,\quad c_m(c)=-t_m^c,\quad c_m(cd,l)=-t_{ml}^{cd}.$$

The left vectors use $\langle\Lambda|\Phi\rangle=1$, $\langle\Lambda|a_c^\dagger a_k|\Phi\rangle=\lambda_c^k$, $\langle\Lambda|a_c^\dagger a_d^\dagger a_la_k|\Phi\rangle=\lambda_{cd}^{kl}$, and zero for triples. For virtual $q=c$ these rules give directly

$$e_c(k)=\lambda_c^k,\qquad e_c(kl,d)=\lambda_{cd}^{kl}.$$

For occupied $q=m$ the bare term needs $a_m^\dagger a_k|\Phi\rangle=\delta_{mk}|\Phi\rangle$ and $a_m^\dagger a_d^\dagger a_la_k|\Phi\rangle=-a_d^\dagger(\delta_{ml}a_k-\delta_{mk}a_l)|\Phi\rangle$. The $T_2$ term acting on a 2h1p state makes a triple and drops out:

$$e_m(k)=\delta_{mk}-\sum_at_m^a\lambda_a^k-\tfrac12\sum_{jab}t_{mj}^{ab}\lambda_{ab}^{kj},\qquad e_m(kl,d)=\delta_{mk}\lambda_d^l-\delta_{ml}\lambda_d^k-\sum_at_m^a\lambda_{ad}^{kl}.$$

For occupied $p=i$, $a_ia_c^\dagger=-a_c^\dagger a_i$ and $a_ia_c^\dagger a_d^\dagger a_l=a_c^\dagger a_d^\dagger a_ia_l=-a_c^\dagger a_d^\dagger a_la_i$ give

$$f_i(c)=-\lambda_c^i,\qquad f_i(cd,l)=-\lambda_{cd}^{il}.$$

For virtual $p=a$, the bare term gives $a_aa_c^\dagger|\Phi\rangle=\delta_{ac}|\Phi\rangle$ and $a_aa_c^\dagger a_d^\dagger a_l|\Phi\rangle=(\delta_{ac}a_d^\dagger-\delta_{ad}a_c^\dagger)a_l|\Phi\rangle$, the $T_1$ term reuses $f_i$, and the $T_2$ term uses $a_b^\dagger a_ja_ia_c^\dagger=a_b^\dagger a_c^\dagger a_ja_i$ with $\lambda_{bc}^{ij}=-\lambda_{cb}^{ij}$:

$$f_a(c)=\delta_{ac}-\sum_it_i^a\lambda_c^i-\tfrac12\sum_{ijb}t_{ij}^{ab}\lambda_{cb}^{ij},\qquad f_a(cd,l)=\delta_{ac}\lambda_d^l-\delta_{ad}\lambda_c^l-\sum_it_i^a\lambda_{cd}^{il}.$$

## 6. The projected matrices are the EOM matrices

IP-EOM-CC describes an ion as $Re^{T}|\Phi\rangle$ with $R=\sum_kr_ka_k+\sum_{k<l,d}r_{kl}^da_d^\dagger a_la_k$ (for $n=2$), and determines $R$ and the ionization energy $\Omega$ from the connected equation $P^-[\bar H,R]|\Phi\rangle=\Omega R|\Phi\rangle$. EA-EOM-CC does the same with $R=\sum_cr^ca_c^\dagger+\sum_{c<d,l}r_l^{cd}a_c^\dagger a_d^\dagger a_l$ and $P^+$. The operators $R$ are in one-to-one correspondence with the vectors $R|\Phi\rangle$ of the projected space. By (2),

$$[\bar H,R]|\Phi\rangle=\bar HR|\Phi\rangle-E_{\rm CC}R|\Phi\rangle-R|Q\rangle .$$

Every determinant in $|Q\rangle$ has at least $n+1$ holes and $n+1$ particles. The ionization operator $R$ adds at least one hole and removes none, so $R|Q\rangle$ has at least $n+2$ holes and $P^-R|Q\rangle=0$. The attachment operator adds at least one particle, with the same result for $P^+$. Hence

$$P^\mp[\bar H,R]|\Phi\rangle=P^\mp(\bar H-E_{\rm CC})R|\Phi\rangle=M^\mp R|\Phi\rangle ,\tag{7}$$

and $M^\mp$ are the IP- and EA-EOM-CC matrices, with eigenvalues $\Omega^-\approx E^{N-1}-E^N$ and $\Omega^+\approx E^{N+1}-E^N$. The identity relies on the amplitude equations. With unconverged or perturbative amplitudes, $\bar H|\Phi\rangle$ has a singles residual, $a_k$ carries it into the 2h1p space, and the projected and connected forms differ by that term.

The connected form shows what the projection gains. Take two noninteracting subsystems A and B with localized orbitals, so that $H=H_A+H_B$, $T=T_A+T_B$ and $\bar H=\bar H_A+\bar H_B$. An operator $R_A$ built from A orbitals commutes with $\bar H_B$, which has an even number of B operators in each term. Then $[\bar H,R_A]|\Phi\rangle=[\bar H_A,R_A]|\Phi\rangle$ leaves B unexcited. The states with B unexcited form an invariant subspace of $M^-$, on which $M^-$ is the matrix of A alone. For $p$ on A, $b_p$ lies in this subspace, and so does $(z+M^-)^{-1}b_p$. For $q$ on A, the components of $e_q$ in this subspace involve only those $\lambda_\mu$ with $\mu$ on A, and these obey Eq. (3) of A alone, since $[\bar H,\tau_\nu]=[\bar H_A,\tau_\nu]$ for $\nu$ on A. The same holds for attachment. The AA block of (6) equals the Green's function of the isolated subsystem, which the unprojected form (4) does not achieve.

The price is the loss of the link to a symmetric matrix. Write $P$ for $P^-$ or $P^+$ and $\bar P=1-P$ within the same electron number. $T$ only adds holes and particles, so $Pe^{\pm T}\bar P=0$. It follows that $Pe^{-T}=Pe^{-T}P$, and that $U=Pe^{T}P$ has the inverse $U^{-1}=Pe^{-T}P$ on the projected space, because $Pe^{-T}Pe^{T}P=Pe^{-T}e^{T}P=P$. Then $P\bar HP=U^{-1}PH(P+\bar P)e^{T}P$, and

$$U\,(P\bar HP)\,U^{-1}=PHP+PH\bar P\,e^{T}P\,U^{-1}.\tag{8}$$

The first term is the symmetric configuration-interaction matrix of the projected space. The second folds in the excluded determinants through $T$; it supplies the correlation that keeps the poles intensive, and it has no transposed partner. When this term vanishes, as it does for $\bar P=0$ or $T=0$, $M$ is similar to a symmetric matrix and so diagonalizable with real eigenvalues; otherwise (8) gives no such guarantee.

The projected Green's function (6) is now defined, and its matrices $M^\mp$ are the IP- and EA-EOM-CC matrices, at the price of a guaranteed link to a symmetric matrix. What remains is to find its poles and residues, to see where positivity is lost and when it returns, and to test this on H$_4$.
